\section*{Residence Times in Identical Stirred Tanks in Series, part 2}

A feed train for low-pressure silicon-germanium epitaxy has three vessels in series. Dilute germane is switched off and replaced by an equal hydrogen flow. How gradual is the change in the gas, and then in the film? The ideal model is a chain of $N$ perfectly mixed tanks with steady one-way flow and a passive tracer. A tank of volume $V$ and volumetric flow $Q$, both taken at its pressure $p$ and temperature $T$, has mean residence time
\begin{equation}
\theta=\frac{V}{Q}.
\label{eq:theta}
\end{equation}
At fixed molar flow, $Q$ is proportional to $T/p$. For $N$ tanks of equal $\theta$, the total time $t$ has mean $\tau$ and variance $\sigma^2$:
\begin{equation}
\tau=N\theta,\qquad \sigma^2=N\theta^2=\frac{\tau^2}{N}.
\label{eq:result}
\end{equation}
Its mean square is $\langle t^2\rangle=N(N+1)\theta^2$. For independent tanks with different mean times $\theta_i$,
\begin{equation}
\tau=\sum_{i=1}^N\theta_i,\qquad
\sigma^2=\sum_{i=1}^N\theta_i^2 .
\label{eq:unequal}
\end{equation}
The effective tank number is
\begin{equation}
N_{\rm eff}=\frac{\tau^2}{\sigma^2}.
\label{eq:neff}
\end{equation}

In the example, each vessel holds $500\ \mathrm{cm^3}$ at 300~K and 1~Torr. The flow is 50~sccm, mostly hydrogen (sccm: cubic centimetres per minute at 273.15~K and 760~Torr). This gives $Q=695.6\ \mathrm{cm^3/s}$, $\theta=0.719$~s, $\tau=2.156$~s, $\sigma^2=1.550\ \mathrm{s^2}$ and $\sigma=1.245$~s. The outlet germane falls to 1\% of its original level after 6.04~s, the 1\% purge time. At the growth rate $G=10$~nm/min, the film width from the gas is $G\sigma=0.208$~nm, provided that $G$ is constant and the germanium content follows the gas linearly and without delay.

The ideal assumptions are now tested. In the vessel mixed by diffusion, $z$ is the distance from the inlet, $c(z)$ the tracer held per unit length in the steady balance, a prime means $d/dz$, and $\sigma_1^2$ is the variance for that one vessel.

\subsection{Moments for imperfect tanks}

Return flow and incomplete mixing can be treated without finding the whole density. Put a unit amount of tracer in at the inlet, and let $n_i(t)$ be the amount in compartment $i$ afterwards. The sum $S(t)=\sum_i n_i$ is the probability that a molecule is still inside. The exit density is $-dS/dt$. Integration by parts gives
\begin{equation}
\langle t\rangle=\int_0^\infty S\,dt,
\qquad
\langle t^2\rangle=2\int_0^\infty tS\,dt .
\label{eq:survival}
\end{equation}
The boundary terms vanish because the remaining tracer decays exponentially at late times.

Define $r_i=\int_0^\infty n_i\,dt$ and $s_i=\int_0^\infty t\,n_i\,dt$. The balances have the linear form $d\mathbf n/dt=A\mathbf n$, with a constant matrix $A$. Integrating them once as they stand, and once after multiplication by $t$, gives
\begin{equation}
-\mathbf n(0)=A\mathbf r,
\qquad
-\mathbf r=A\mathbf s .
\end{equation}
These are two steady balances. In the first, tracer is supplied at unit rate at the inlet, and $\mathbf r$ is the amount held. In the second, tracer is supplied everywhere at the local rate $r_i$, and $\mathbf s$ is the amount held. The mean is $\sum_i r_i$, and the mean square is $2\sum_i s_i$.

The ideal chain shows how this works. With a unit feed, every tank passes on unit flow and holds $r_i=\theta$. In the second balance, tank $i$ must pass on the supplies of tanks 1 to $i$, a total of $i\theta$, so $s_i=i\theta^2$. Hence $\langle t^2\rangle=2\theta^2N(N+1)/2=N(N+1)\theta^2$, as before.

\subsection{Mixing by diffusion alone}

At this low flow, the Reynolds number in a port 1~cm wide is 1.06. This number compares inertia with viscosity, and its small value gives no ground for relying on a strong jet to stir the vessel. Suppose therefore that diffusion does all the mixing.

Take a vessel of length $L$ with uniform axial speed $u$, an inlet across one end and an outlet across the other. Let $D$ be the diffusivity and $\theta=L/u$. In the first steady balance, the flux $uc-Dc'$ equals one per unit time. No diffusive flux crosses the outlet plane, so $c'(L)=0$. The solution is $c=1/u$, and its integral over the length is the mean time $L/u=\theta$.

In the second balance, tracer is supplied at the rate $1/u$ per unit length and none enters at $z=0$. The flux at $z$ must carry all the supply upstream of it:
\begin{equation}
uc-D\frac{dc}{dz}=\frac{z}{u},
\qquad c'(L)=0 .
\end{equation}
With $\mathrm{Pe}=uL/D=L^2/(D\theta)$, the solution is
\begin{equation}
c(z)=\frac{z}{u^2}+\frac{D}{u^3}
-\frac{D}{u^3}e^{-\mathrm{Pe}}e^{uz/D}.
\end{equation}
The first two terms reproduce $z/u$ when substituted. The exponential contributes nothing to the flux, and its coefficient makes $c'(L)$ vanish. Integration from 0 to $L$ gives
\begin{equation}
\int_0^L c\,dz
=\frac{L^2}{2u^2}+\frac{DL}{u^3}
-\frac{D^2}{u^4}\left(1-e^{-\mathrm{Pe}}\right).
\end{equation}
Doubling this gives the mean square. Subtracting $\theta^2=L^2/u^2$ and dividing by $\theta^2$ leaves
\begin{equation}
\frac{\sigma_1^2}{\theta^2}
=\frac{2}{\mathrm{Pe}}
-\frac{2}{\mathrm{Pe}^2}\left(1-e^{-\mathrm{Pe}}\right).
\label{eq:closed}
\end{equation}
For small $\mathrm{Pe}$, expansion of the exponential gives $1-\mathrm{Pe}/3+\mathrm{Pe}^2/12$ through second order, so a perfectly mixed tank is recovered as $\mathrm{Pe}\to0$. For large $\mathrm{Pe}$ the ratio tends to zero, which is plug flow.

A rough diffusivity of $0.6\ \mathrm{cm^2/s}$ at 760~Torr becomes $456\ \mathrm{cm^2/s}$ at 1~Torr, since gas diffusivity is inversely proportional to pressure at fixed temperature. With $L=8$~cm,
\begin{equation}
\mathrm{Pe}=\frac{8^2}{456\times0.7188}=0.195 .
\end{equation}
The variance is then about 0.94 of the perfectly mixed value, and $\sigma$ is about 3\% lower. The estimate omits mixing across the vessel and the narrowness of the real inlet and outlet.

\subsection{Diffusion back through a port}

Let a port of length $l$ and cross-section $a$ join two tanks with concentrations $c_1$ and $c_2$. In steady transport the tracer flow $J=Qc-aDc'$ is constant along the port. Its solution is $c=J/Q+Be^{Qy/(aD)}$, with $y$ measured along the port and $B$ a constant. With $P=Ql/(aD)$, the end conditions are
\begin{equation}
c_1=\frac{J}{Q}+B,\qquad c_2=\frac{J}{Q}+Be^P .
\end{equation}
Multiplying the first by $e^P$ and subtracting the second eliminates $B$:
\begin{equation}
J=Q\,\frac{e^Pc_1-c_2}{e^P-1}
=Q\left[(1+\beta)c_1-\beta c_2\right],
\quad \beta=\frac{1}{e^P-1}.
\end{equation}
The port acts like a forward flow $(1+\beta)Q$ and a return flow $\beta Q$.

For three tanks, the first steady balance still gives $r_i=\theta$. In the second, let $s_i=\theta q_i$. The net flows out of the three tanks are $\theta$, $2\theta$ and $3\theta$, so
\begin{align}
(1+\beta)q_1-\beta q_2&=\theta,\\
(1+\beta)q_2-\beta q_3&=2\theta,\qquad q_3=3\theta .
\end{align}
To first order in $\beta$, the second line gives $q_2=(2+\beta)\theta$, and the first then gives $q_1=(1+\beta)\theta$. The mean square is $2\theta(q_1+q_2+q_3)=(12+4\beta)\theta^2$. Subtracting $9\theta^2$ gives $\sigma^2=(3+4\beta)\theta^2$, an increase by the factor $1+4\beta/3$. In the opposite limit of very large $\beta$, all $q_i$ approach $3\theta$. The mean square approaches $18\theta^2$ and the variance $9\theta^2=\tau^2$: the three vessels behave as one.

For a port 1~cm wide and 3~cm long, $P$ is about 5.8 and $\beta$ about 0.003. The variance rises by roughly 0.4\%. Because $\beta$ falls almost exponentially with $P$, this rise is very sensitive to the rough diffusivity: a value 30\% lower gives about 0.03\%, and one 30\% higher about 1.5\%. The steady treatment also leaves out the gas held in the port, about 0.5\% of a vessel's volume. With the diffusivity used here, including it would raise the variance by about another 0.2\%. Both changes are then small beside the 6\% reduction found above for a vessel mixed by diffusion alone.

Good mixing inside the vessels and little return between them make opposite demands on diffusion. Their ratio is
\begin{equation}
\frac{P}{\mathrm{Pe}}
=\frac{Ql/(aD)}{L^2Q/(DV)}
=\frac{lV}{aL^2},
\end{equation}
where $\theta=V/Q$ was used. Flow and diffusivity cancel. A long, narrow port makes it possible to have $P$ large while $\mathrm{Pe}$ is small, at the price of a pressure drop.

\subsection{The pressure drop}

For steady laminar flow in a round port of radius $R_p$, let $g$ be the pressure fall per length, $\mu$ the viscosity and $v(r)$ the speed. The pressure force on a cylinder of radius $r$ balances the viscous drag on its side:
\begin{equation}
\pi r^2g=-2\pi r\mu\frac{dv}{dr}
\quad\Longrightarrow\quad
-\frac{dv}{dr}=\frac{gr}{2\mu}.
\end{equation}
With $v(R_p)=0$, integration by parts gives the flow
\begin{equation}
Q=\int_0^{R_p}2\pi rv\,dr
=\int_0^{R_p}\pi r^2\left(-\frac{dv}{dr}\right)dr
=\frac{\pi gR_p^4}{8\mu}.
\end{equation}
The drop is $gl=8\mu lQ/(\pi R_p^4)$. With a rough hydrogen viscosity of $9\times10^{-6}$~Pa\,s it is 0.0057~Torr per port, or 0.6\% of the working pressure. Entrance losses and slip at the wall are left out. For this short port the viscous end losses, about $3\mu Q/R_p^3$, add some 20\%, and slip at 1~Torr removes some 8\%, which together give about 0.0063~Torr. At fixed molar flow and temperature, $\theta$ is proportional to $p$, so neighbouring vessels differ by about this percentage.

\subsection{The heated chamber and the film}

The gas next enters a growth chamber. Take its gas volume as $500\ \mathrm{cm^3}$ and its mean gas temperature as 600~K, and treat it as one more perfectly mixed tank. Heating doubles the volumetric flow, so its mean time is half that of a feed vessel, $\theta_c=0.359$~s. The total mean becomes 2.516~s, and
\begin{equation}
\sigma=\sqrt{3\theta^2+\theta_c^2}
=\sqrt{1.550+0.129}\ \mathrm{s}=1.296\ \mathrm{s}.
\end{equation}
The mean rises by 17\%, but $\sigma$ by only 4\%. The shorter stay enters the variance as its square and raises it by 8\%, and taking the square root roughly halves this small relative rise. The 1\% purge time rises from 6.04 to 6.49~s. The effective tank number is $(2.516/1.296)^2=3.8$, although there are four tanks. The film width from the gas becomes 0.216~nm.

Germanium can also move to the growing surface and enter the film later. Model this segregation as an exponential tail with a rough decay length of 1~nm. An exponential distribution has a standard deviation equal to its decay length. If this delay is independent of the gas delay, the variances add:
\begin{equation}
\sqrt{0.216^2+1.0^2}\ \mathrm{nm}=1.02\ \mathrm{nm}.
\end{equation}
With these inputs, segregation sets most of the width. Faster purging alone would then sharpen the interface very little. The decay length is an assumed input, and the conclusion depends on it. With 0.2~nm the two contributions are about equal and the width is 0.29~nm; below that the gas dominates. Adsorbed hydrogen suppresses germanium segregation in growth from hydrides, so shorter lengths can occur.

\subsection{Comparison with real tools}

Silicon-germanium epitaxy is carried out over a wide pressure range, from well below 1~Torr to tens of Torr and above. The 1~Torr of the example lies within it, but 50~sccm is far below the flows of many tools working at tens of Torr, which carry litres per minute of hydrogen. The difference matters for mixing. Since $\mathrm{Pe}=L^2Q/(DV)$, and both $Q$ and $D$ vary as $1/p$, $\mathrm{Pe}$ is proportional to the molar flow and independent of pressure at fixed temperature and geometry. At 20~standard litres per minute, 400 times the present flow, $\mathrm{Pe}$ would be about 78. Equation~\eqref{eq:closed} then gives a variance of about 0.025 of the stirred-tank value. The tank law would need stirring by the flow itself, which this model does not supply. Such a flow could not pass the 1~cm port at 1~Torr, where the laminar formula gives a drop larger than the pressure itself. At tens of Torr it can pass, but the port Reynolds number is then about 420, so a jet enters the vessel and the uniform-speed model no longer describes it. In the low-flow example, with the assumed decay length of 1~nm, the effect that moves the film width most is the failure of instant incorporation of germanium: segregation raises the width from about 0.2 to 1~nm. This ranking holds only while the decay length is well above 0.2~nm. Real growth rates also change with germanium content, and the width from the gas scales with the rate during the transition. Wall adsorption, dead legs and precursor consumption have not been sized here. The numerical output below lists the values used.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS
number of vessels: 3
volume of each vessel: 500 cm3
vessel length: 8.0 cm
gas feed: 50 sccm (273.15 K, 760 Torr)
pressure: 1.0 Torr
feed-train temperature: 300 K
growth rate: 10.0 nm/min
rough diffusivity at 760 Torr: 0.6 cm2/s
rough hydrogen viscosity: 9.0e-06 Pa s
port diameter: 1.0 cm
port length: 3.0 cm
chamber gas volume: 500 cm3
mean chamber gas temperature: 600 K
rough Ge segregation length: 1.0 nm
IDEAL TANKS
volumetric flow: 695.6 cm3/s
mean time per vessel: 0.7188 s
total mean time: 2.1564 s
variance from tank balances: 1.5501 s2
variance from tau^2/N: 1.5501 s2
standard deviation: 1.2450 s
peak time: 1.4376 s
outlet fraction left at total mean time: 0.4232
time to 90 percent: 0.792 s
time to 10 percent: 3.826 s
time to 1 percent: 6.042 s
time to 1 percent, one tank of same total: 9.931 s
film grown in one standard deviation: 0.208 nm
film grown from 90 to 10 percent: 0.506 nm
NEGLECTED EFFECTS
diffusivity at process pressure: 456 cm2/s
vessel Peclet number: 0.195
variance ratio, diffusive/perfect mixing: 0.9380
port Peclet number: 5.83
port return flow/net flow: 0.00296
variance ratio with port return flow: 1.00394
port volume/vessel volume: 0.00471
pressure drop per port: 0.00574 Torr
port Reynolds number: 1.06
mean time in heated chamber: 0.3594 s
total mean time with chamber: 2.5159 s
standard deviation with chamber: 1.2959 s
time to 1 percent with chamber: 6.491 s
film width from gas with chamber: 0.216 nm
film width with chamber and segregation: 1.023 nm
\end{verbatim}
